# Langmuir's axial brightness limit for a thermionic electron beam, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the hot cathode to the brightness on the axis

Q: I want to write a fine pattern in resist with a thermionic gun. If the beam is too weak, I add a stronger lens and squeeze the same current into a smaller spot. Why should the cathode set any limit?

A: Because the lens changes two things at once. When it shrinks the spot, it widens the cone of directions in which the electrons arrive. You need a measure that counts both the area and the directions. Take a small area \(dA\), a direction normal to it, and a small solid angle \(d\Omega\) about that direction. If the current through the area into that solid angle is \(dI\), the brightness \(B\) is defined by

\[
dI = B\,dA\,d\Omega .
\]

Its unit is current per area and per solid angle. On the axis of a round beam, with the direction taken along the axis, it is called the axial brightness. The question is then whether a lens can raise \(B\).

Q: A definition proves nothing. What do you assume about the source?

A: A flat cathode at temperature \(T\), normal to the axis, which emits a current density \(J\) that is uniform near the axis. The emitted electrons have a Maxwellian distribution, restricted to outward motion. I write \(e>0\) for the size of the electron charge, \(m\) for its mass and \(k\) for Boltzmann's constant, and I use Gaussian units. The motion is non-relativistic for now. Let \(f\) be the number of electrons per volume of space and per volume of momentum. Just outside the cathode, with \(z\) pointing along the beam,

\[
f = f_0\,e^{-p^2/2mkT}\qquad (p_z>0).
\]

Q: People also say that the emitted electrons are weighted by their forward speed. Your exponential has no such weight.

A: The two statements concern different quantities. The function \(f\) describes how many electrons are present in a volume. The current counts how many cross a surface per unit time, and a fast electron crosses more readily, which brings in the factor \(v_z=p_z/m\). That factor appears when \(f_0\) is fixed by the emitted current:

\[
J = e f_0\int_{p_z>0}\frac{p_z}{m}\,e^{-p^2/2mkT}\,dp_x\,dp_y\,dp_z .
\]

The exponential is a product of three factors, so the integral is too. Each transverse integral is a Gaussian one,

\[
\int_{-\infty}^{\infty}e^{-p_x^2/2mkT}\,dp_x=\sqrt{2\pi mkT}.
\]

For the forward integral put \(w=p_z^2/2m\), so that \(dw=(p_z/m)\,dp_z\):

\[
\int_0^\infty \frac{p_z}{m}\,e^{-p_z^2/2mkT}\,dp_z=\int_0^\infty e^{-w/kT}\,dw=kT .
\]

The product is \(2\pi mkT\cdot kT\), and therefore

\[
f_0=\frac{J}{2\pi e m (kT)^2}.
\]

Q: That holds at the cathode. Between there and my resist are an accelerating field and several lenses. Why should I know \(f\) at the far end?

A: Because \(f\) does not change along the path of an electron. Electrons are neither created nor lost in flight, so \(f\) obeys a continuity equation in the six-dimensional space of position and momentum:

\[
\frac{\partial f}{\partial t}+\nabla_r\cdot(\mathbf v f)+\nabla_p\cdot(\mathbf F f)=0 .
\]

Here \(\mathbf v\) is the velocity and \(\mathbf F\) the force. Expanding the two divergences gives

\[
\frac{\partial f}{\partial t}+\mathbf v\cdot\nabla_r f+\mathbf F\cdot\nabla_p f
=-f\left(\nabla_r\cdot\mathbf v+\nabla_p\cdot\mathbf F\right).
\]

The left side is the rate of change of \(f\) seen by an observer who moves with an electron. On the right, \(\nabla_r\cdot\mathbf v=0\), because \(\mathbf v\) depends on the momentum and not on the position.

Q: And the force? The magnetic part depends on velocity, so its divergence in momentum need not vanish.

A: It does vanish, but that has to be shown. The force is

\[
\mathbf F=-e\left(\boldsymbol{\mathcal E}+\frac{1}{c}\,\mathbf v\times\mathbf H\right),
\]

where \(\boldsymbol{\mathcal E}\) and \(\mathbf H\) are the electric and magnetic fields and \(c\) is the speed of light. The electric field does not depend on momentum. For the other term,

\[
\nabla_p\cdot(\mathbf v\times\mathbf H)=\mathbf H\cdot(\nabla_p\times\mathbf v)=0 .
\]

The last step holds because \(\mathbf v\) is the gradient of the kinetic energy with respect to momentum, and the curl of a gradient is zero. Hence \(df/dt=0\) along a trajectory. This is Liouville's theorem for independent electrons in a mean field. A collision between two electrons is not a force of this kind, since it depends on where one particular partner happens to be. Collisions are therefore left out here, and they need a separate estimate.

Q: Suppose \(f\) is carried along unchanged. The momentum is not. What do I put into the exponential at the far end?

A: The energy that the electron had at the cathode. Let the fields be static, and let the point of interest be at potential \(V\) above the cathode. An electron that left with kinetic energy \(E\) arrives with

\[
\frac{p^2}{2m}=E+eV .
\]

The magnetic force does no work, so it does not enter. On a ray that started at the cathode,

\[
f=f_0\,e^{-E/kT},\qquad E=\frac{p^2}{2m}-eV\ge 0 .
\]

On a ray that does not lead back to the cathode, \(f=0\). There are also no electrons with \(E<0\), because none left the cathode with negative kinetic energy.

Q: So everything depends on which rays lead back. A lens may send some of them into a wall. How can you claim a definite value on the axis?

A: By symmetry. If the fields are rotationally symmetric, the electric and magnetic fields on the axis both point along the axis. An electron on the axis that moves along it feels no sideways electric force, and \(\mathbf v\times\mathbf H=0\). It stays on the axis. Followed backwards, it reaches the cathode if its kinetic energy stays positive on the way. With \(\Phi(z)\) the potential on the axis, measured from the cathode, that kinetic energy is \(E+e\Phi(z)\). If \(\Phi(z)\ge0\) all the way, every \(E>0\) gets through.

Rays that differ very little from the axial one also start very near the axial point of the cathode, because trajectories depend continuously on their end conditions. So for each \(E>0\) a small enough cone about the axis is filled, provided that the cathode has a finite emitting area and the apertures are open on the axis. The case in which \(\Phi\) dips below zero needs its own treatment.

Q: Then calculate the brightness, and do it from the definition.

A: The current through \(dA\) into \(d\Omega\) is the charge times the speed times the number of electrons, added up over the size of the momentum. In spherical coordinates the momentum volume is \(p^2\,dp\,d\Omega\), so

\[
B=e\int v\,p^2 f\,dp .
\]

At a fixed potential, \(E=p^2/2m-eV\) gives \(dE=(p/m)\,dp=v\,dp\). I also replace \(p^2\) by \(2m(E+eV)\):

\[
B=2me f_0\int_0^\infty (E+eV)\,e^{-E/kT}\,dE .
\]

The two integrals needed are

\[
\int_0^\infty E\,e^{-E/kT}dE=(kT)^2,\qquad \int_0^\infty e^{-E/kT}dE=kT .
\]

The sum is \((kT)^2+eV\,kT\). With the value of \(f_0\),

\[
B=\frac{2me\,J}{2\pi em(kT)^2}\left[(kT)^2+eV\,kT\right]
=\frac{J}{\pi}\left(1+\frac{eV}{kT}\right).
\]

When the accelerating voltage is much larger than \(kT/e\), the 1 may be dropped:

\[
B\simeq\frac{J\,eV}{\pi kT}\qquad (eV\gg kT).
\]

The error of this simpler form, relative to the simpler form itself, is \(kT/eV\).

Q: Where did the factor \(\pi\) come from? A hemisphere has solid angle \(2\pi\).

A: Set \(V=0\), and the formula gives \(B=J/\pi\), the brightness of the bare cathode. The same value then holds in every outward direction, because the Maxwellian has no preferred direction in the outward half-space. A ray at angle \(\theta\) to the normal sees the surface foreshortened by \(\cos\theta\). The emitted current density is therefore

\[
J=\int B\cos\theta\,d\Omega
=2\pi B\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=\pi B .
\]

The integral is one half, and this turns \(2\pi\) into \(\pi\).

Q: I still lack a picture of the factor \(eV/kT\).

A: Acceleration along the axis adds forward momentum and leaves the transverse momentum alone. The mean transverse energy is \(kT\), one half of \(kT\) for each of the two transverse directions. In a uniform accelerating field the typical angle at the end is small, and its mean square is about

\[
\overline{\theta^2}\simeq\frac{2mkT}{2meV}=\frac{kT}{eV}.
\]

The current density is still \(J\), now contained in a solid angle of about \(\pi kT/eV\). Dividing one by the other gives \(J\,eV/(\pi kT)\). This is a picture for a uniform field. The derivation above did not need that field.

Q: Which brings me back to my lens. Is your result a value or a limit?

A: It is both, in different places. On the axis, under the stated conditions, it is the value. Now take any other point at the same potential \(V\), or any other direction. There \(f\) is either \(f_0e^{-E/kT}\) or zero. The integrand for \(B\) is never negative, so missing rays can lower the integral but not raise it:

\[
B\le\frac{J}{\pi}\left(1+\frac{eV}{kT}\right).
\]

If emission varies over the cathode, the bound holds with the largest local \(J\). An aperture removes rays, and a static lens rearranges them. Neither makes \(f\) larger.

Q: You have used Liouville's theorem at the decisive point. Can the result be tested without it?

A: Yes, by following electrons numerically and measuring what happens to areas and angles. Start from the current that leaves a cathode area \(dA_0\). At fixed transverse momentum, \(v_z\,dp_z=dE\), so

\[
dI=\frac{J}{2\pi m(kT)^2}\,e^{-E/kT}\,dA_0\,dp_{x0}\,dp_{y0}\,dE .
\]

For each \(E\), trace electrons that start with slightly shifted \(x_0,y_0,p_{x0},p_{y0}\), and record position and slope at the exit. Finite differences give the determinant \(D\) that relates the small volumes, \(dA\,d\Omega=|D|\,dA_0\,dp_{x0}\,dp_{y0}\). Then

\[
B=\frac{J}{2\pi m(kT)^2}\int_0^\infty \frac{e^{-E/kT}}{|D(E)|}\,dE .
\]

Nothing here assumes that \(f\) is conserved. Liouville's theorem predicts \(|D|=1/p^2\), since on the axis \(dp_x\,dp_y=p^2d\Omega\), and that would reproduce the formula.

Q: What fields were used, and what came out?

A: The gap length \(L\) and \(eV/kT=40\) were held fixed. With \(z\) and the distance \(r\) from the axis measured in units of \(L\), the potential was

\[
\Phi=V\left[(1-g)z+g\left(z^3-\tfrac32 zr^2\right)\right].
\]

It vanishes on the flat cathode \(z=0\), equals \(V\) at \(z=1\) on the axis, and obeys Laplace's equation. The term with \(g\) focuses. Three cases were traced: \(g=0\); \(g=0.6\); and \(g=0.3\) with an added magnetic field that grows along the axis.

The formula gives \(B/J=41/\pi=13.0507\) per steradian, and all three traced values print as 13.0507. The test allowed a relative deviation of \(2\times10^{-4}\). Without the 1 the formula would give 12.7324, so the test does see that term. The optics really differed: at one emission energy, a small displacement on the cathode was multiplied by 1.000, 0.642 and 0.818 on the way to the exit. The sizes changed, and the brightness did not.

## Second half: spots, barriers, relativity and a beam writer

Q: Before I object further, remind me what stands.

A: A cathode at temperature \(T\) emits a Maxwellian flux with current density \(J\). The charge size is \(e\), the mass \(m\), and the beam is at potential \(V\) above the cathode. An electron that left with kinetic energy \(E\) has phase-space density \(f=f_0e^{-E/kT}\), with \(f_0=J/[2\pi em(kT)^2]\). The brightness \(B\) is the current per normal area and per solid angle. On the axis of static, round fields without a barrier,

\[
B=\frac{J}{\pi}(1+u),\qquad u=\frac{eV}{kT},
\]

and elsewhere at the same potential this is an upper bound.

Q: My resist responds to current density and not to brightness. What is the limit on the spot?

A: Let the electrons reach the spot inside a cone of half-angle \(\alpha\) about the axis. A ray at angle \(\theta\) contributes to the current through the resist plane with a factor \(\cos\theta\). Call the current density \(j\). Since no direction has more than the full brightness,

\[
j\le 2\pi B\int_0^\alpha\cos\theta\sin\theta\,d\theta=\pi B\sin^2\alpha=J(1+u)\sin^2\alpha .
\]

Equality requires the whole cone to be filled at every energy that carries weight. A stronger lens raises the bound by raising \(\alpha\), and the price is paid in lens aberrations.

Q: If I let \(\alpha\) grow in a plain diode, your bound soon exceeds \(J\). A diode with flat plates cannot deliver more than it emits.

A: It cannot, and there the bound is not reached. This case can be solved in full. In a uniform field between wide plates the transverse energy \(K_t\) is conserved, and the normal energy rises from \(K_n\) to \(K_n+eV\). The exit angle obeys

\[
\tan^2\theta=\frac{K_t}{K_n+eV}.
\]

The emitted flux contains \(v_z\,dp_z=dK_n\) and \(2\pi p_t\,dp_t=2\pi m\,dK_t\). So \(K_n\) and \(K_t\) are independent, each with an exponential distribution of mean \(kT\). For given \(K_n\), an electron lies inside the cone if \(K_t<(K_n+eV)\tan^2\alpha\). The fraction of the current inside is

\[
P=\int_0^\infty\frac{dK_n}{kT}\,e^{-K_n/kT}\left[1-e^{-(K_n+eV)\tan^2\alpha/kT}\right].
\]

The first term gives 1. In the second, the exponent contains \(K_n(1+\tan^2\alpha)/kT\), and the integral gives \(1/(1+\tan^2\alpha)=\cos^2\alpha\). Hence

\[
P=1-\cos^2\alpha\;e^{-u\tan^2\alpha}.
\]

We now have the axial brightness, its role as an upper bound elsewhere, the resulting limit on the spot's current density, and the fraction \(P\) for a flat diode. It remains to check \(P\) against the brightness and the bound, and then to treat barriers, relativity and the numbers for a beam writer.
